# Thermal roughness of free 180 degree walls: tension and dipolar stiffness

A 180 degree wall in a uniaxial ferroelectric separates two domains that differ only in the sign of the polarization. With no field applied and the charge on the crystal's end faces compensated, neither side is favoured, and if defects and the lattice do not hold the wall, it can be moved as a whole at no cost. One might then expect heat to make it wander without limit as the sample grows. A wall governed by surface tension does so, though slowly. In an insulating ferroelectric, a bend along the polar axis also exposes bound charge, and this changes the answer.

## The wall and what is measured

Let the mean plane of the wall be $x=0$ and the polar axis be $z$. The wall lies at $x=u(y,z)$, with $P_z=+P$ for $x<u$ and $P_z=-P$ for $x>u$. It is treated as a sharp surface without overhangs, in classical thermal equilibrium at temperature $T$, and only terms quadratic in $u$ are kept. For a periodic wall of area $A=L_yL_z$, write

$$u(\mathbf r)=\sum_{\mathbf q\ne0}u_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad E=\frac A2\sum_{\mathbf q\neq 0}K(\mathbf q)|u_{\mathbf q}|^2 .$$

The term $\mathbf q=0$, a shift of the whole wall, is left out because nothing restrains it.

Since $u$ is real, $u_{-\mathbf q}=u_{\mathbf q}^*$. The pair $\pm\mathbf q$ therefore has energy $AK(a^2+b^2)$, where $a$ and $b$ are the real and imaginary parts of $u_{\mathbf q}$. Equipartition gives each of these two terms $kT/2$, so that $\langle|u_{\mathbf q}|^2\rangle=\langle a^2\rangle+\langle b^2\rangle=kT/(AK)$. Summing over modes, and replacing the sum by an integral for a large wall,

$$\langle u^2\rangle=\frac{kT}{A}\sum_{\mathbf q\ne0}\frac1{K(\mathbf q)}\;\to\;kT\int\frac{d^2q}{4\pi^2}\frac1{K(\mathbf q)} .$$

The question is whether $1/K$ can be integrated down to $q=0$. At the other end the integral stops at $\Lambda=\pi/a$, where $a$ is the shortest length on which the wall behaves as a surface.

## Tension alone gives a logarithm

Let $s$ be the wall tension, the same for tilts along $y$ and $z$. The extra area costs

$$s\int d^2r\left(\sqrt{1+|\nabla u|^2}-1\right)\simeq\frac s2\int d^2r\,|\nabla u|^2,$$

so $K=sq^2$. With the smallest wave number taken as $\pi/L$,

$$\langle u^2\rangle=\frac{kT}{4\pi^2}\int_{\pi/L}^{\pi/a}\frac{2\pi q\,dq}{sq^2}=\frac{kT}{2\pi s}\ln\frac La .$$

Long ripples are soft, as $q^2$, but they are also few, since the number of modes in a ring of given relative width grows as $q^2$. In two dimensions the two factors cancel. Each doubling of the size adds the same amount, $kT\ln2/(2\pi s)$, and the sum has no limit. An explicit sum over the modes of square walls gives a gain of 0.1103 $kT/s$ per doubling, as the formula does.

## The charge on a bent wall

The polarization is $P_z=P\,\mathrm{sgn}(u-x)$, and its bound charge density is

$$-\partial_zP_z=-2P\,\delta(x-u)\,\partial_zu .$$

The charge per projected area is therefore $\tau=-2P\,\partial_zu$. A tilt along the polar axis charges the wall, whereas a tilt along $y$ leaves $P$ parallel to the wall and exposes no charge.

Since $\tau$ is already linear in $u$, its energy to quadratic order follows from placing it on the plane $x=0$. Let the relative permittivity be $\varepsilon_a$ along $x$ and $y$, and $\varepsilon_c$ along $z$. These describe the linear response inside a domain. Away from the plane, a potential $\phi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r-\kappa|x|}$ satisfies Poisson's equation if

$$\varepsilon_a\kappa^2=\varepsilon_aq_y^2+\varepsilon_cq_z^2 .$$

Across the plane the normal displacement field jumps by the charge, so $2\varepsilon_0\varepsilon_a\kappa\phi_{\mathbf q}=\tau_{\mathbf q}$. With $|\tau_{\mathbf q}|^2=4P^2q_z^2|u_{\mathbf q}|^2$, the electrostatic energy per area is

$$\frac12\sum_{\mathbf q}\tau_{\mathbf q}^*\phi_{\mathbf q}=\frac12\sum_{\mathbf q}\frac{4P^2q_z^2}{2\varepsilon_0\varepsilon_a\kappa}|u_{\mathbf q}|^2 .$$

Reading off the stiffness and adding the tension,

$$K=sq^2+\frac{2P^2}{\varepsilon_0\varepsilon_a}\frac{q_z^2}{\kappa} .$$

The dipolar term was tested against the energy of the full three-dimensional charge density of a wall with ripple amplitude $0.02/q$. For ripple directions 0, 0.6 and 1.2 rad from $z$, and $\varepsilon_c/\varepsilon_a=0.5$, 1 and 3, the largest relative difference was $3\times10^{-4}$.

For equal permittivities $\varepsilon$ we have $\kappa=q$, and

$$K=sq^2+D\frac{q_z^2}{q},\qquad D=\frac{2P^2}{\varepsilon_0\varepsilon} .$$

In a general direction the second term is of order $q$, and at long wavelength it far exceeds $sq^2$. The reason is the long range of the Coulomb force. The length $\ell=s/D$ marks where the two terms are comparable for ripples running along $z$.

## Why the displacement stays finite

Dipolar stiffness does not suffice by itself. Ripples with $q_z=0$ carry no charge, and without tension they would cost nothing. The result rests on both terms: the charge stiffens all other directions, and tension holds the soft one.

Put $q_z=q\cos\theta$. One factor of $q$ cancels against the area element:

$$W\equiv\langle u^2\rangle=\frac{kT}{4\pi^2}\int_0^\Lambda dq\int_0^{2\pi}\frac{d\theta}{sq+D\cos^2\theta} .$$

The denominator equals $\alpha\sin^2\theta+\beta\cos^2\theta$ with $\alpha=sq$ and $\beta=sq+D$. The four quadrants contribute equally, and the substitution $v=\tan\theta$ gives

$$\int_0^{2\pi}\frac{d\theta}{\alpha\sin^2\theta+\beta\cos^2\theta}=4\int_0^\infty\frac{dv}{\alpha v^2+\beta}=\frac{2\pi}{\sqrt{\alpha\beta}} .$$

Hence

$$W=\frac{kT}{2\pi}\int_0^\Lambda\frac{dq}{\sqrt{sq(sq+D)}} .$$

Near $q=0$ the integrand behaves as $q^{-1/2}$, which is integrable; for tension alone it was $q^{-1}$. Now set $sq=Dv^2$, so that $dq=(2D/s)v\,dv$ and the root becomes $Dv\sqrt{1+v^2}$:

$$W=\frac{kT}{\pi s}\int_0^{\sqrt{\Lambda\ell}}\frac{dv}{\sqrt{1+v^2}}=\frac{kT}{\pi s}\,\mathrm{arcsinh}\sqrt{\Lambda\ell} .$$

The same result can be read from the soft modes. Close to the $q_y$ axis, $K\simeq sq_y^2+Dq_z^2/|q_y|$. The two terms balance at $|q_z|\sim\ell^{1/2}|q_y|^{3/2}$, so the soft region narrows towards long wavelength. An octave in $q_y$ contributes the area of this region divided by the stiffness,

$$\frac{q_y\cdot q_y^{3/2}}{q_y^2}=q_y^{1/2},$$

which falls with wavelength. For tension alone the corresponding count is $q_y\cdot q_y/q_y^2=1$.

Two limits show what sets the size of $W$. If $\Lambda\ell\gg1$, then $\mathrm{arcsinh}\,X\simeq\ln2X$ gives

$$W\simeq\frac{kT}{2\pi s}\ln(4\Lambda\ell).$$

Since $\Lambda=\pi/a$, this is the tension logarithm with the sample size $L$ replaced by $4\pi\ell$. If $\Lambda\ell\ll1$, then

$$W\simeq\frac{kT}{\pi}\sqrt{\frac{\Lambda}{sD}} .$$

In this second regime, quartering the tension at fixed $D$ and $\Lambda$ doubles $W$; direct integration over angle gives a ratio of 2.0001.

Unequal tensions $s_y$ and $s_z$ for tilts along the two axes change only $\alpha=s_yq$ and $\beta=s_zq+D$. The integral still converges, and in the weak-tension regime it is $s_y$ that enters.

## What "infinite" means

The relative displacement of two points can be observed without fixing the position of the whole wall. Its mean square is

$$\langle[u(\mathbf r)-u(0)]^2\rangle=2[W-C(\mathbf r)],\qquad C(\mathbf r)=\langle u(\mathbf r)u(0)\rangle .$$

At large separation the soft region dominates $C$. Write $p=|q_y|$. For points separated along $y$, integrate over $q_z$ first:

$$\int_{-\infty}^{\infty}\frac{dq_z}{sp^2+Dq_z^2/p}=\frac{\pi}{\sqrt{sDp}} .$$

Since $\int_0^\infty p^{-1/2}\cos(py)\,dp=\sqrt{\pi/2y}$,

$$C(y)\simeq\frac{kT}{2\pi\sqrt{sD}}\sqrt{\frac{\pi}{2y}}=\frac{kT}{s}\frac{1}{2\sqrt{2\pi}}\sqrt{\frac{\ell}{y}} .$$

For points separated along $z$, the $q_z$ integral acquires the factor $\exp(-\sqrt\ell\,p^{3/2}z)$. With $w=\sqrt\ell\,z\,p^{3/2}$ as the new variable,

$$C(z)\simeq\frac{kT}{2\pi\sqrt{sD}}\cdot\frac23\,\Gamma(\tfrac13)(\sqrt\ell\,z)^{-1/3}=\frac{kT}{s}\frac{\Gamma(1/3)}{3\pi}\left(\frac{\ell}{z}\right)^{1/3} .$$

At a separation of $1000\,\ell$, direct integration with $\Lambda\ell=2$ gives 0.00647 along $y$ and 0.02845 along $z$, in units of $kT/s$. The laws give 0.00631 and 0.02842. Both correlations vanish with distance, so the mean-square relative displacement saturates at $2W$. Under tension alone it keeps growing.

A finite sample needs more care. In a periodic wall, the ripples with $q_z=0$ and $q_y=2\pi n/L_y$ contribute

$$\frac{kT}{L_yL_z}\,2\sum_{n=1}^\infty\frac{L_y^2}{4\pi^2n^2s}=\frac{kT}{12s}\frac{L_y}{L_z},$$

because $\sum n^{-2}=\pi^2/6$. This depends on the shape of the wall and does not vanish when a square wall is enlarged. Its effect on two points at fixed separation does vanish. Summing $2(1-\cos q_yy)$ over the same modes gives $kT\,y(1-y/L_y)/(sL_z)$, which tends to zero as $L_z$ grows. The infinite-wall statement therefore concerns relative displacements, with the sample made large before the separation.

Mode sums bear this out. At fixed $L_z=100\,\ell$, lengthening $L_y$ from $400\,\ell$ to $800\,\ell$ adds 0.3333 $kT/s$, as the shape term predicts. If instead $L_z/\ell=(L_y/\ell)^{3/2}$, which follows the scaling of the soft modes, the sums are 0.3266 at $L_y=200\,\ell$ and 0.3452 at $800\,\ell$. Extrapolated with an error falling as $L_y^{-1/2}$, they give 0.3639, against 0.3649 from the closed form at $\Lambda\ell=2$.

## How large the effect is

Take $P=50$ uC/cm2, $\varepsilon=50$, $s=0.30$ eV/nm2 (48 mJ/m2), $a=1$ nm and $T=300$ K, so that $kT=0.02585$ eV. Then $D=2P^2/(\varepsilon_0\varepsilon)=7.05$ eV/nm3, and

$$\ell=\frac{0.30}{7.05}=0.0426\ \text{nm},\qquad \Lambda\ell=3.142\times0.0426=0.134 .$$

The dipolar length is shorter than the cutoff length, so this wall is in the weak-tension regime throughout. The closed form gives

$$W=\frac{0.02585}{\pi\times0.30}\,\mathrm{arcsinh}\sqrt{0.134}=0.0274\times0.358=0.0098\ \text{nm}^2,$$

an rms displacement of 0.099 nm.

With the same tension and cutoff but no dipolar term, the rms displacement is 0.31 nm for $L=1$ um and 0.44 nm for $L=1$ mm. The logarithm is thus unbounded in principle but modest in practice: going from 1 um to 1 mm, with $a=1$ nm, only doubles the mean square. For the dipolar wall, keeping only $q>\pi/L$ gives 0.0095 and 0.0098 nm2 at the two sizes. With both integrals cut at $q=\pi/L$, the mean squares of the two walls differ at 1 mm by a factor of about 19. This cut omits the shape term. For square periodic walls of side 1 mm the mean squares are about 0.19 and 0.017 nm2, a factor of about 11.

## What the model leaves out

**Lattice pinning.** Suppose the lattice gives the wall an energy per area $(V/2)[1-\cos(2\pi u/b)]$, with barrier $V=0.006$ eV/nm2 and period $b=0.5$ nm. Near a minimum this adds $2\pi^2V/b^2=0.474$ eV/nm4 to $K$. The dipolar value drops from 0.0098 to 0.0046 nm2. The tension-only value becomes 0.0136 nm2 for an infinite wall, so at 300 K its logarithm is gone as well. These harmonic estimates overstate the pinning. For Gaussian fluctuations the mean curvature is reduced by $\exp(-2\pi^2\langle u^2\rangle/b^2)$, which is about 0.70 for the first value and 0.34 for the second. Within this Gaussian approximation, solving for the curvature and the mean square together gives 0.0050 nm2 for the dipolar wall and roughly 0.03 nm2 for tension alone. The contrast between a logarithm and a finite value belongs to walls that the lattice does not hold. A wall with tension alone escapes a weak lattice barrier above the roughening temperature $2sb^2/(\pi k)$, about 550 K for these numbers, and its logarithm then returns.

**Sample shape.** For a square periodic wall the shape term is 0.0072 nm2, about three quarters of $W$. If the wall is large enough for other size corrections to be negligible, adding this term to the infinite-wall value raises the rms displacement to 0.13 nm. The approach is slow: the mode sum for a square wall of side 1 um is 0.0153 nm2, an rms displacement of 0.12 nm.

**Cutoff.** Halving $a$ to 0.5 nm raises $W$ to 0.0136 nm2, by 39 percent. The convergence at long wavelength is unaffected, but the value of $W$ is no more certain than the cutoff.

**Free carriers.** Mobile carriers screen the wall charge if they have time to rearrange. In linear response, with equal permittivities and screening length $\lambda$, the potential decays with $\kappa^2=q^2+\lambda^{-2}$. For $q\lambda\ll1$,

$$K\simeq sq_y^2+(s+D\lambda)q_z^2 .$$

This is an anisotropic tension. The angular integral above, with $\alpha=sq$ and $\beta=(s+D\lambda)q$, restores a logarithm in the sample size with prefactor

$$\frac{kT}{2\pi\sqrt{s(s+D\lambda)}} .$$

For $\lambda=50\,\ell$, integration over one decade of $q$ well below $1/\lambda$ gives 0.05132 $kT/s$, equal to the prediction. Strictly, then, the finite displacement of a free wall requires an insulator. In the example, $10^{14}$ cm$^{-3}$ singly charged carriers give a Debye length of 845 nm. At $L=1$ mm they add $4\times10^{-4}$ nm2, about 4 percent of $W$.

**Smaller corrections.** Lowering $\varepsilon_c$ to $0.8\,\varepsilon_a$ at fixed $\varepsilon_a$ reduces $W$ by about 1 percent. The rms slopes are 0.12 along $y$ and 0.07 along $z$; the larger one lies along the charge-free direction, and both are small enough for the quadratic energy to be a fair start. Quantum motion raises the mean square of a 25 meV mode by 8 percent at 300 K, and that of slower modes by less. The mode energies of the wall were not computed.

## Real crystals and practical use

The polarization and permittivity chosen here are roughly those of lithium tantalate, a uniaxial ferroelectric. The tension, barrier and cutoff are round assumptions, not data for that crystal. The assumption most plainly broken in a real crystal is that the wall is free. With the barrier assumed above, lattice pinning alone halves the mean square. Defects also pin walls, and they can bend them permanently; that static roughness is not included here and may be larger than the thermal part.

For an insulating crystal within this model, some working rules follow.

- Do not extract a tension by fitting $kT\ln(L/a)/(2\pi s)$ to the wall width. In the weak-tension regime $W$ varies as $(sD)^{-1/2}$ and depends on the cutoff.
- Compare relative displacements along both axes. For a free wall, saturation approached as $y^{-1/2}$ and $z^{-1/3}$ is the mark of dipolar stiffness acting together with tension. Pinning hides these laws: with the lattice barrier assumed above, the correlation at 5 nm is already more than ten times smaller in magnitude than the law gives along $y$ (its sign there depends on the form of the cutoff), and more than five times smaller along $z$.
- In a periodic simulation, include the depolarization energy and make the wall long along the polar axis. For the example's parameters, keeping the shape term below a tenth of $W$ requires $L_z/L_y>0.0072/(0.1\times0.0098)\approx7$. Other size corrections remain: with this ratio and $L_y=20$ nm, the mode sum for a single wall is 0.0075 nm2, still about a quarter below $W$.
- Keep the walls of a periodic cell far apart. There are at least two, and when they move together their charges cancel at wavelengths much longer than their spacing. The dipolar stiffness then reduces to an added tension for tilts along $z$, and the logarithm returns.
- If a wall is much rougher than $W$, check for static disorder before invoking heat. Screening by carriers restores the logarithm, but in the example its prefactor is only about $10^{-4}$ nm2 per factor $e$ in size.

The main figures quoted here appear with their labels in the numerical output; the others follow from the formulas above.

## Numbers as computed

```
TESTS (reduced units: length s/D, displacement^2 kT/s)
largest relative error of dipolar stiffness: 3.0e-04
tension wall, gain per doubling, mode sum: 0.1103
tension wall, gain per doubling, ln2/(2 pi): 0.1103
dipolar wall, mode sum, Ly=200, Lz=Ly^1.5: 0.3266
dipolar wall, mode sum, Ly=800, Lz=Ly^1.5: 0.3452
dipolar wall, extrapolated mode sum: 0.3639
dipolar wall, closed form, cutoff 2: 0.3649
gain for Ly 400 to 800 at Lz=100, mode sum: 0.3333
same gain from Ly/(12 Lz): 0.3333
correlation at y=1000, integral and law: 0.00647 0.00631
correlation at z=1000, integral and law: 0.02845 0.02842
width ratio when weak tension is quartered: 2.0001
screened wall (length 50), gain per decade: 0.05132
screened wall, predicted gain per decade: 0.05132
EXAMPLE (round parameters, rough lithium tantalate regime)
temperature: 300 K; kT: 0.02585 eV
polarization: 50 uC/cm2; relative permittivity: 50
tension: 0.30 eV/nm2 = 48.1 mJ/m2
cutoff length a: 1.0 nm; cutoff wave number: 3.1416 1/nm
dipolar modulus D: 7.049 eV/nm3
dipolar length s/D: 0.0426 nm; cutoff*s/D: 0.1337
dipolar wall, infinite, <u^2>: 0.00982 nm2
dipolar wall, infinite, rms: 0.0991 nm
L=1 um: tension-only <u^2>: 0.09474 nm2, rms 0.3078 nm
L=1 um: dipolar <u^2>, q > pi/L: 0.00950 nm2
L=1 mm: tension-only <u^2>: 0.18948 nm2, rms 0.4353 nm
L=1 mm: dipolar <u^2>, q > pi/L: 0.00981 nm2
NEGLECTED EFFECTS
square periodic sample, added <u^2>: 0.00718 nm2
rms with that term: 0.1304 nm
<u^2> if eps_c/eps_a = 0.8: 0.00969 nm2
<u^2> if cutoff length is 0.5 nm: 0.01362 nm2
carriers: 1e+14 cm^-3; Debye length: 845 nm
screening, added <u^2> at L=1 mm: 4.17e-04 nm2
lattice barrier: 0.006 eV/nm2; period: 0.5 nm
pinning curvature: 0.474 eV/nm4
lattice-pinned dipolar <u^2>: 0.00460 nm2
lattice-pinned tension-only <u^2>: 0.01358 nm2
rms slope along y: 0.121; along z: 0.065
quantum factor for a 25 meV mode: 1.077
```
